\section*{Bridging angle and the asymmetric-stretch frequency of silica: a central-force exercise}

\section*{Problem}

The strongest infrared band of a silica film on silicon comes from the asymmetric stretch of its Si--O--Si bridges. Its position is used to follow changes of the bridging angle. This exercise finds what the Sen--Thorpe central-force model says about that use.

Take a connected periodic network with $N$ silicon atoms of mass $M$ and $2N$ oxygen atoms of mass $m$ in the repeated cell. Each Si is the centre of an ideal tetrahedron of four O atoms. Each O joins two Si atoms, with the same Si--O--Si angle $\theta$ everywhere and $90^\circ<\theta<180^\circ$. All Si--O bonds have equal length and are unstretched at rest. The only forces are those of harmonic springs of constant $\alpha$ along these bonds.

\begin{enumerate}
\item Find the highest vibrational frequency, and show that modes with this frequency exist.
\item Decide how it changes when $\theta$ decreases at fixed $\alpha$, $m$ and $M$, and explain the sign mechanically.
\item For $\alpha=430$ N/m, find the frequency at $144^\circ$ and its shift on going to $140^\circ$. Judge how far the shift can be trusted for a real film.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Use the bond stretches as unknowns instead of the atomic displacements. Which angles then remain in the equations?
\item Split the coupling of the stretches into a part from shared O atoms and a part from shared Si atoms. Find the largest eigenvalue of each part.
\item To reach both largest values at once, think of a current flowing through the network without sources.
\item For the mechanism, hold the Si atoms still and move one O parallel to the line joining its two Si neighbours.
\end{enumerate}

\section*{Solution}

\subsection*{Equations for the bond stretches}

Let $\mathbf e_b$ be the unit vector along bond $b$, pointing from O to Si. Let $\mathbf U$ and $\mathbf u$ be the small displacements of its Si and O atoms. To first order the bond lengthens by
\begin{equation}
s_b=\mathbf e_b\cdot(\mathbf U-\mathbf u).
\end{equation}
Since the springs are unstretched at rest, transverse displacements cost no energy at second order, and the energy is $V=\tfrac{\alpha}{2}\sum_b s_b^2$. For motion at angular frequency $\omega$, Newton's equation $-M\omega^2\mathbf U=-\partial V/\partial\mathbf U$ and its counterpart for oxygen give
\begin{align}
M\omega^2\mathbf U&=\alpha\sum_{b\,\text{at Si}}\mathbf e_b s_b,\\
m\omega^2\mathbf u&=-\alpha\sum_{b\,\text{at O}}\mathbf e_b s_b. \label{eq:oxygen}
\end{align}
The minus sign in the second line arises because $\mathbf u$ enters $s_b$ with a minus sign. Divide by the masses, subtract, and project on $\mathbf e_b$. The two minus signs combine to a plus:
\begin{equation}
\omega^2 s_b=\frac{\alpha}{M}\sum_{b'\,\text{at same Si}}\mathbf e_b\cdot\mathbf e_{b'}\,s_{b'}
+\frac{\alpha}{m}\sum_{b'\,\text{at same O}}\mathbf e_b\cdot\mathbf e_{b'}\,s_{b'} .
\end{equation}
Both sums include $b'=b$, for which the scalar product is 1. Two different bonds at one O have $\mathbf e_b\cdot\mathbf e_{b'}=\cos\theta$. At one Si the four unit vectors add to zero. Multiplying that sum by one of them gives $1+3x=0$, so two different bonds there have scalar product $x=-1/3$. No dihedral angle appears.

Let $P$ exchange the stretches of the two bonds at each O. Let $J$ replace each stretch by the sum of the four stretches at its Si. The silicon sum is
\begin{equation}
s_b-\tfrac13\bigl[(Js)_b-s_b\bigr]=\tfrac43 s_b-\tfrac13(Js)_b ,
\end{equation}
and therefore
\begin{equation}
\omega^2 s=\alpha G s,\qquad
G=\frac{1}{m}\,(1+\cos\theta\,P)+\frac{1}{3M}\,(4-J). \label{eq:G}
\end{equation}

\subsection*{The highest frequency}

Exchanging twice restores the stretches, so $P^2=1$ and $P$ has eigenvalues $\pm1$. Summing twice gives $J^2=4J$, so $J$ has eigenvalues 0 and 4. Because $\cos\theta<0$, the largest eigenvalue of $1+\cos\theta\,P$ is $1-\cos\theta$, found at $P=-1$. The largest eigenvalue of $4-J$ is 4, found at $J=0$. Both parts of $G$ are symmetric matrices, so for any set of stretches
\begin{equation}
\frac{s^{T}Gs}{s^{T}s}\le\frac{1-\cos\theta}{m}+\frac{4}{3M}.
\end{equation}
A mode with $\omega\neq0$ must stretch some bond, since otherwise the forces vanish. The right-hand side times $\alpha$ is thus an upper bound on every $\omega^2$.

Conversely, every eigenvector $s$ of $G$ with a nonzero eigenvalue belongs to a real vibration. Inserted in the right-hand sides of the two Newton equations, it gives displacements $\mathbf U$ and $\mathbf u$, and by Eq.~\eqref{eq:G} the stretches of these displacements are again $s$.

The bound is therefore reached if some nonzero $s$ satisfies $Ps=-s$ and $Js=0$ together. The first condition makes the two stretches at each O equal and opposite, which leaves one number per oxygen, or $2N$ unknowns. Read this number as a current through the oxygen from one Si to the other. The second condition then says that the currents at each Si add to zero, which gives $N$ equations.

These equations are not independent. Each current enters one of them with a plus sign and another with a minus sign, so their sum is identically zero. There is no other relation: a vanishing combination needs equal coefficients at the two ends of every bridge, hence equal coefficients throughout a connected network. There are therefore $N-1$ independent equations and
\begin{equation}
2N-(N-1)=N+1
\end{equation}
independent solutions. A current circulating around one closed ring is an example. The highest frequency is
\begin{equation}
\boxed{\;\omega_4^2=\frac{\alpha}{m}(1-\cos\theta)+\frac{4\alpha}{3M}\;} \label{eq:w4}
\end{equation}
where the index 4 marks the highest of the four band edges named in this text.

The result was tested without the stretch equations. A periodic crystal of tilted ideal tetrahedra was given full nonlinear springs. Their forces were differentiated numerically, and the resulting matrix was diagonalized in Cartesian coordinates. With 16 Si atoms it has 17 modes at $\omega_4$ and none above. A random fourfold-connected graph of 40 Si atoms, treated with linearized springs, has 41. In this graph only the connections and the angles between bonds at each atom are prescribed, not positions in space, so it tests the counting and is not a structural model of a glass. Both counts equal $N+1$.

\subsection*{The sign of the angle dependence}

For two angles $\theta'<\theta$ in the allowed range, the silicon term cancels in the difference:
\begin{equation}
\omega_4^2(\theta')-\omega_4^2(\theta)=\frac{\alpha}{m}(\cos\theta-\cos\theta')<0, \label{eq:diff}
\end{equation}
because the cosine decreases from $0^\circ$ to $180^\circ$. A smaller bridging angle lowers the frequency at fixed force constant and masses, for finite changes as well as small ones. Differentiating Eq.~\eqref{eq:w4} gives $2\omega_4\,d\omega_4/d\theta=(\alpha/m)\sin\theta$, or
\begin{equation}
\frac{d\omega_4}{d\theta}=\frac{\alpha\sin\theta}{2m\omega_4}>0 , \label{eq:slope}
\end{equation}
with $\theta$ in radians.

The mechanism follows from the oxygen motion. With stretches $\sigma$ and $-\sigma$ on its two bonds, Eq.~\eqref{eq:oxygen} gives $\mathbf u=-\alpha\sigma(\mathbf e_1-\mathbf e_2)/(m\omega_4^2)$. Since the bonds are equally long, this is parallel to the Si--Si line. Now hold both Si atoms still and move the O by $x$ along that line. The line makes an angle $90^\circ-\theta/2$ with each bond, so one bond lengthens and the other shortens by $x\sin(\theta/2)$. The energy is
\begin{equation}
2\cdot\frac{\alpha}{2}\,x^2\sin^2\frac{\theta}{2}=\frac12\,\alpha(1-\cos\theta)\,x^2 .
\end{equation}
In a more sharply bent bridge, the same oxygen displacement changes the bond lengths less. The restoring force is weaker although each spring is as stiff as before.

Two limits show the range of the result. Near a straight bridge put $\theta=\pi-\delta$. Then $1-\cos\theta=1+\cos\delta\approx2-\delta^2/2$, and
\begin{equation}
\omega_4^2\approx\frac{2\alpha}{m}+\frac{4\alpha}{3M}-\frac{\alpha\delta^2}{2m}.
\end{equation}
The slope vanishes at $180^\circ$, where the frequency says little about small bends. At the other end, $\theta=90^\circ$, the two eigenvalues of $1+\cos\theta\,P$ coincide. Below $90^\circ$ the larger one belongs to $P=+1$, so Eq.~\eqref{eq:w4} no longer gives the top of the spectrum.

\subsection*{Numbers for a film}

With $m=15.999$ u and $M=28.085$ u, the force constant 430 N/m gives $\alpha/m=1.6186\times10^{28}\ \mathrm{s^{-2}}$. At $144^\circ$, $\cos\theta=-0.80902$ and
\begin{align}
\omega_4^2&=(1.6186\times1.80902+1.2294)\times10^{28}\ \mathrm{s^{-2}}\nonumber\\
&=4.157\times10^{28}\ \mathrm{s^{-2}} .
\end{align}
Hence $\omega_4=2.039\times10^{14}$ rad/s, a wavenumber $\omega_4/(2\pi c)$ of 1082.5 cm$^{-1}$. At $140^\circ$ the cosine is $-0.76604$. The oxygen term falls from 2.928 to $2.858\times10^{28}\ \mathrm{s^{-2}}$, and the wavenumber becomes 1073.4 cm$^{-1}$. The shift is $-9.1$ cm$^{-1}$.

Equation~\eqref{eq:slope} gives a slope of 2.16 cm$^{-1}$ per degree at $144^\circ$, and so a linear estimate of $-8.6$ cm$^{-1}$. The full shift is larger because the curve is concave. Differentiating $\omega_4\omega_4'=(\alpha/2m)\sin\theta$ once more gives
\begin{equation}
\omega_4\omega_4''=\frac{\alpha}{2m}\cos\theta-(\omega_4')^2<0 ,
\end{equation}
so the slope grows as the angle falls.

\subsection*{How far the number can be trusted}

\paragraph{The force constant.} Every $\omega^2$ in the model is proportional to $\alpha$. At a fixed angle of $144^\circ$, a 1.67\% drop of $\alpha$ would give the same $-9.1$ cm$^{-1}$. To see how small a structural change this is, take a Morse bond, $V=D(1-e^{-ax})^2$. Its curvature is
\begin{equation}
V''=2a^2D\,(2e^{-2ax}-e^{-ax})\approx2a^2D\,(1-3ax).
\end{equation}
With the rough value $a=20$ nm$^{-1}$, the drop needs $x=0.0167/(3\times20\ \mathrm{nm^{-1}})$, or 0.28 pm. This estimate uses the curvature alone and omits the tension in a bond held at greater length. In real silicates the Si--O bond tends to lengthen as the bridge angle narrows, by roughly 0.1 pm per degree, so $\alpha$ is not independent of $\theta$. This softening adds to the downward shift by an amount comparable to the geometric effect, and an inversion at fixed $\alpha$ then overstates the angle change. Conversely, if $\alpha$ rose by more than the ratio $4.1574/4.0878$, about 1.7\%, while the angle fell to $140^\circ$, the frequency would go up.

\paragraph{A real oxide film.} Thermal oxide on silicon has its main transverse peak a little below 1100 cm$^{-1}$ and typical bridging angles between roughly $140^\circ$ and $150^\circ$. The force constant was chosen to put $\omega_4$ in that frequency region, so the agreement in absolute frequency is no evidence for the model. Real bonds also resist transverse displacement. A transverse spring of $0.15\alpha$, a rough value, changes the shift in the test crystal from $-9.1$ to $-7.6$ cm$^{-1}$ at unchanged $\alpha$. For this spring the sign survives and the size falls by about 17\%. Forces that resist changes of the bond angles can reduce the shift further, so 17\% is an example and not a bound. The frequency is here taken from the mean of $\omega^2$ over the upper band, weighted by infrared strength. At $144^\circ$ it rises by roughly 20 cm$^{-1}$, so $\alpha$ would have to be chosen anew. With transverse forces the dihedral angles matter, so the shift depends on the structure and on the averaging rule. The strongest line of the same crystal shifts by $-8.0$ cm$^{-1}$, and ideal-tetrahedron models of $\alpha$-cristobalite and quartz give weighted means of $-7.9$ and $-8.3$ cm$^{-1}$. The value $-7.6$ thus moves by up to 0.7 cm$^{-1}$.

\paragraph{Disorder and infrared activity.} A glass has a range of angles. Averaging Eq.~\eqref{eq:w4} over a normal distribution with a rough standard deviation of $10^\circ$ gives a frequency spread of 22 cm$^{-1}$ and lowers the mean by 2.8 cm$^{-1}$. The lowering is again due to the concave curve. This average treats each bridge as if its whole surroundings had the same angle. If random angles are instead assigned to the coupled bridges of a diamond-type network, nearly all the strength lies in a narrower peak, with a standard deviation of about 16 cm$^{-1}$ and a centre that is hardly lowered, and the rest forms a weak tail below it. The spread exceeds the shift sought, so a film measurement follows the centre of a broad band. Identifying that centre with $\omega_4$ is a further approximation. In the test crystal with rigid ionic charges, all infrared strength of the upper band lies at $\omega_4$; this is special to that crystal, where the four Si--Si vectors at each Si add to zero. In ideal-tetrahedron models of $\alpha$-cristobalite and quartz the share at $\omega_4$ is about 95\% and 98\%, and the infrared-weighted mean of the upper band shifts by about $-10$ instead of $-9.1$ cm$^{-1}$. For a glass the share has not been determined.

\paragraph{Electric field and temperature.} Longitudinal modes carry a long-range electric field, which the springs leave out. With rough values for the oxygen charge ($-1.7e$), optical permittivity (2.1) and density (2.2 g/cm$^3$), the longitudinal frequency is estimated to lie roughly 100 cm$^{-1}$ above the transverse one. This gives only the order of magnitude: in measured silica films the gap is larger, partly because the effective oxygen charge is greater for motion along the Si--Si line than on average. Spectra to be compared must therefore refer to the same kind of mode. At 300 K the thermal occupation of the $\omega_4$ mode is 0.006, so its own thermal excitation is slight. That number does not limit the shifts caused by softer modes, which are more strongly excited.

\section*{Variation 1: from a peak shift to an angle}

\emph{A treated film has its peak 10 cm$^{-1}$ below that of the reference film at $144^\circ$. What angle does the model assign to it?}

Solve Eq.~\eqref{eq:w4} for the cosine:
\begin{equation}
\cos\theta=1+\frac{4m}{3M}-\frac{m\omega_4^2}{\alpha}.
\end{equation}
The second term is $1.2294/1.6186=0.7595$. The film frequency is 1072.45 cm$^{-1}$, so the last term is
\begin{equation}
\frac{4.1574}{1.6186}\left(\frac{1072.45}{1082.45}\right)^2=2.5213 .
\end{equation}
Hence $\cos\theta=-0.762$ and $\theta=139.6^\circ$, a decrease of $4.4^\circ$.

This holds if $\alpha$ is the same in both films. A 1\% difference in $\alpha$ changes the frequency by 0.5\%, or 5.4 cm$^{-1}$, which the inversion would misread as $5.4/2.16=2.5^\circ$. The inferred angle is thus conditional on the force constant, and the tenths of a degree have meaning only within the model.

\section*{Variation 2: the partner mode}

\emph{Find the frequency of modes with $Ps=+s$ and $Js=0$. How does it respond to the angle, and what does the comparison with $\omega_4$ offer?}

Equal stretches at each O again leave $2N$ unknowns, with $N$ conditions at the Si atoms, so there are at least $N$ such modes. Equation~\eqref{eq:G} gives
\begin{equation}
\omega_3^2=\frac{\alpha}{m}(1+\cos\theta)+\frac{4\alpha}{3M},\qquad
\frac{d\omega_3}{d\theta}=-\frac{\alpha\sin\theta}{2m\omega_3}<0 .
\end{equation}
Here the O moves along $\mathbf e_1+\mathbf e_2$, the bisector of the bridge. Its effective spring constant with fixed Si is $2\alpha\cos^2(\theta/2)$, which grows as the bridge bends.

At $144^\circ$ the frequency is 658.5 cm$^{-1}$. At $140^\circ$,
\begin{equation}
\omega_3^2=(1.6186\times0.23396+1.2294)\times10^{28}\ \mathrm{s^{-2}}=1.608\times10^{28}\ \mathrm{s^{-2}},
\end{equation}
which corresponds to $1082.45\sqrt{1.608/4.1574}=673$ cm$^{-1}$. The angle change raises $\omega_3$ by about 2.2\% and lowers $\omega_4$ by 0.8\%. A change of $\alpha$ alone moves both by the same fraction. Within the model, the two frequencies together therefore separate an angle change from a force-constant change, which $\omega_4$ alone cannot do.

Applying this to a film needs caution. Silica has an infrared band roughly at 800 cm$^{-1}$. If it is compared with $\omega_3$, the central-force value lies well below it. Transverse forces, which the model omits, change this frequency more than they change $\omega_4$. With the Si atoms held still, a transverse spring $\beta$ on each bond adds $2\beta\sin^2(\theta/2)$ to the effective constant for oxygen motion along the bisector, but only $2\beta\cos^2(\theta/2)$ for motion along the Si--Si line. The angle-dependent part of either effective constant is then proportional to $\alpha-\beta$ instead of $\alpha$. The predicted slope of $\omega_3$, like that of $\omega_4$, is therefore only approximate for a real film.

The remaining two band edges follow from Eq.~\eqref{eq:G} for $J=4$ with $P=+1$ and $P=-1$: $\omega_1^2=(\alpha/m)(1+\cos\theta)$ and $\omega_2^2=(\alpha/m)(1-\cos\theta)$. At $144^\circ$ they lie at 295 and 908 cm$^{-1}$ and form the lower edges of the two bands in the test crystal.

\section*{Computed values}
\begin{verbatim}
force constant alpha: 430 N/m
mass of O: 15.999 u = 2.6567e-26 kg
mass of Si: 28.085 u = 4.6636e-26 kg
reference angle: 144 deg; lower angle: 140 deg
cos(reference angle): -0.80902
cos(lower angle): -0.76604
alpha/m: 1.6186e+28 s^-2
oxygen term of omega4^2, reference: 2.9280e+28 s^-2
oxygen term of omega4^2, lower angle: 2.8584e+28 s^-2
silicon term of omega4^2: 1.2294e+28 s^-2
omega4^2, reference: 4.1574e+28 s^-2
omega4^2, lower angle: 4.0878e+28 s^-2
omega4, reference: 2.0390e+14 rad/s
band edge omega1, reference: 295.16 cm^-1
band edge omega2, reference: 908.41 cm^-1
band edge omega3, reference: 658.49 cm^-1
band edge omega4, reference: 1082.45 cm^-1
top frequency from crystal, reference: 1082.45 cm^-1
omega4, lower angle: 1073.36 cm^-1
top frequency from crystal, lower angle: 1073.36 cm^-1
shift, reference to lower angle: -9.09 cm^-1
slope at reference: 2.162 cm^-1 per deg
slope from crystal: 2.162 cm^-1 per deg
linear estimate of shift: -8.65 cm^-1
chosen film lowering: 10 cm^-1
film frequency: 1072.45 cm^-1
cos(film angle): -0.76178; film angle: 139.62 deg
crystal: 16 Si, modes at omega4: 17
random network: 40 Si, modes at omega4: 41
oxygen share of kinetic energy at omega4: 0.7043
share of upper-band IR strength at omega4, crystal: 1.0000
drop of alpha giving the same shift: 1.67 %
Morse parameter (rough): 20 nm^-1
bond lengthening giving that drop: 0.28 pm
noncentral/central force ratio (rough): 0.15
frequency with noncentral force: 1103.9 cm^-1
same angle shift with noncentral force: -7.57 cm^-1
O charge (rough): -1.7 e; optical permittivity: 2.1
film density (rough): 2.2 g/cm^3
longitudinal frequency estimate: 1187 cm^-1
longitudinal minus transverse: 105 cm^-1
angle spread, standard deviation (rough): 10 deg
frequency spread from angles: 21.8 cm^-1
mean frequency change from spread: -2.80 cm^-1
thermal occupation at 300 K: 0.0056
\end{verbatim}
